# Charge-Number Variance of a Dust Grain with Orbit-Motion-Limited Charging

## Definitions and conventions

A spherical grain of radius $a$ in a plasma carries the charge $-Ne$, where $e>0$ and $N$ is an integer. The plasma far away has electron and ion densities $n_e,n_i$, temperatures $T_e,T_i$ and particle masses $m_e,m_i$. Define

$$
\delta=\frac{e^2}{4\pi\varepsilon_0 a\,kT_e},\qquad
\tau=\frac{T_e}{T_i},\qquad
\bar v_s=\sqrt{\frac{8kT_s}{\pi m_s}}\quad(s=e,i).
$$

The surface potential of an isolated sphere is $\phi_s=-Ne/(4\pi\varepsilon_0a)$, so $e|\phi_s|/kT_e=\delta N$. One captured electron therefore changes the potential by $\delta$, measured in $T_e$ volts.

Let $\lambda(N)$ be the rate of electron capture, $N\to N+1$, and $\mu(N)$ the rate of ion capture, $N\to N-1$. The balance number $N_0$, which need not be an integer, and the associated potential $z$ are defined by

$$
\lambda(N_0)=\mu(N_0)=J,\qquad z=\delta N_0 .
$$

The assumptions are these.

1. Both species are Maxwellian far away, and their densities and temperatures do not respond to the grain's fluctuations.
2. Near the grain, particles move without collisions in the unscreened Coulomb field. This needs $a$ much smaller than the Debye length, and collisions must be rare in the region where the grain attracts ions strongly.
3. Ions are singly charged, every particle that touches the grain is captured, and the grain emits nothing.
4. Captures are independent events whose rates depend on the present $N$ alone.
5. $N_0\gg1$, and negative values of $N$ have negligible probability.

## The capture rates

**Lemma 1.** For $N\ge0$,

$$
\lambda(N)=\pi a^2n_e\bar v_e e^{-\delta N},\qquad
\mu(N)=\pi a^2n_i\bar v_i(1+\tau\delta N).
$$

*Proof.* Write the potential energy of a particle of temperature $T$ as $U(r)=w\,kT\,a/r$. Electrons are repelled and have $w=\delta N$. Ions are attracted, and their surface energy $-\delta N kT_e$ equals $-\tau\delta N kT_i$, so $w=-\tau\delta N$.

A particle with energy $E$ and impact parameter $b$ has squared angular momentum $2mEb^2$. Energy conservation reads

$$
E=\frac m2\dot r^2+E\frac{b^2}{r^2}+U(r).
$$

It reaches the surface if $\dot r^2$ does not become negative on the way, that is, if for all $x=r/a\ge1$

$$
b^2\le a^2\left(x^2-\frac{w\,kT}{E}x\right).
$$

The bracket has derivative $2x-wkT/E$. For attraction this is positive, so the smallest value is at $x=1$. For repulsion, the condition at $x=1$ requires $wkT/E\le1$; the derivative is then at least one, and the smallest value is again at $x=1$. The cross-section is thus

$$
\sigma_c(E)=\pi a^2\left(1-\frac{w\,kT}{E}\right)\quad\text{for }E>w\,kT,
$$

and zero otherwise. The capture rate is the average over speeds,

$$
n\int 4\pi v^2\left(\frac{m}{2\pi kT}\right)^{3/2}e^{-mv^2/2kT}\,v\,\sigma_c\,dv .
$$

With $\epsilon=mv^2/2kT$ one has $v^3dv=2(kT/m)^2\epsilon\,d\epsilon$. The constants combine to $4\pi(2\pi)^{-3/2}\,2\sqrt{kT/m}=\sqrt{8kT/\pi m}=\bar v$, and the rate becomes

$$
\pi a^2n\bar v\int_{\max(0,w)}^\infty(\epsilon-w)e^{-\epsilon}d\epsilon .
$$

For $w\ge0$, the shift $\epsilon=w+y$ gives $e^{-w}\int_0^\infty ye^{-y}dy=e^{-w}$. For $w<0$ the integral is $1-w=1+|w|$. Inserting the two values of $w$ proves the lemma. $\square$

Since $\bar v_e/\bar v_i=\sqrt{\tau m_i/m_e}$, the balance condition is

$$
\frac{n_e}{n_i}\sqrt{\frac{\tau m_i}{m_e}}\,e^{-z}=1+\tau z. \tag{1}
$$

The left side falls with $z$ and the right side rises, so there is at most one root. A positive root exists when the left side exceeds one at $z=0$.

## The master equation and its moments

The probability $P(N,t)$ obeys

$$
\frac{dP(N)}{dt}=\lambda(N-1)P(N-1)+\mu(N+1)P(N+1)-[\lambda(N)+\mu(N)]P(N). \tag{2}
$$

**Lemma 2.** With $\nu=N-N_0$,

$$
\frac{d\langle\nu\rangle}{dt}=\langle\lambda-\mu\rangle,\qquad
\frac{d\langle\nu^2\rangle}{dt}=2\langle\nu(\lambda-\mu)\rangle+\langle\lambda+\mu\rangle .
$$

*Proof.* Multiply (2) by a function $h(N)$ and sum. Replace $N$ by $N+1$ in the first gain term and by $N-1$ in the second. The probability at the ends of the range is negligible, so

$$
\frac{d\langle h\rangle}{dt}=\big\langle\lambda(N)[h(N+1)-h(N)]+\mu(N)[h(N-1)-h(N)]\big\rangle .
$$

For $h=\nu$ the brackets are $+1$ and $-1$. For $h=\nu^2$ they are $2\nu+1$ and $-2\nu+1$. Collecting terms gives the result. $\square$

The equations do not close, because $\lambda$ is exponential in $N$. Linearization closes them.

## The variance theorem

**Theorem.** Under the stated assumptions, the linearized master equation has the stationary variance

$$
\sigma^2=\frac{N_0(1+\tau z)}{z[1+\tau(1+z)]}
=\frac{N_0}{1+z}\left\{1+\frac1{z[1+\tau(1+z)]}\right\}. \tag{3}
$$

When $\tau z(1+z)\gg1$, this reduces to

$$
\boxed{\sigma^2=\frac{N_0}{1+z}} \tag{4}
$$

*Proof.* To first order in $\nu$, Lemma 1 gives

$$
\lambda\simeq J(1-\delta\nu),\qquad
\mu\simeq J\left(1+\frac{\tau\delta}{1+\tau z}\nu\right).
$$

The difference is $\lambda-\mu=-\Omega\nu$, with

$$
\Omega=J\delta\left(1+\frac{\tau}{1+\tau z}\right)
=J\delta\,\frac{1+\tau+\tau z}{1+\tau z}. \tag{5}
$$

Both contributions are restoring: an extra electron on the grain repels electrons more strongly and attracts ions more strongly. Lemma 2 becomes

$$
\frac{d\langle\nu\rangle}{dt}=-\Omega\langle\nu\rangle,
$$

$$
\frac{d\langle\nu^2\rangle}{dt}=-2\Omega\langle\nu^2\rangle+2J
+J\delta\left(\frac{\tau}{1+\tau z}-1\right)\langle\nu\rangle .
$$

In the stationary state $\langle\nu\rangle=0$, so the last term vanishes and $\sigma^2=\langle\nu^2\rangle=J/\Omega$. Substituting (5) and $\delta=z/N_0$ gives the first form of (3). Dividing it by $N_0/(1+z)$ gives

$$
\frac{(1+z)(1+\tau z)}{z(1+\tau+\tau z)}
=\frac{z(1+\tau+\tau z)+1}{z(1+\tau+\tau z)},
$$

because the numerator expands to $1+z+\tau z+\tau z^2$. This is the second form. Its correction is small when $\tau z(1+z)\gg1$, which proves (4). $\square$

**Remark 1: why linearization works.** In the cold-ion case the electron rate changes appreciably over $1/\delta=N_0/z$ charges, and the ion rate over $N_0$ charges. At fixed $z$ both scales grow as $N_0$, while $\sigma$ grows as $\sqrt{N_0}$. The nonlinear terms become relatively small for large $N_0$.

**Remark 2: the meaning of cold ions.** Equation (1) does not allow $T_i\to0$ at fixed $z$ when the densities and $T_e$ are also fixed. If $z$ stayed finite, the right side would grow as $\tau$ but the left side only as $\sqrt\tau$. Hence $z$ must fall. Once $z\ll1$, (1) gives

$$
\tau z\simeq\frac{n_e}{n_i}\sqrt{\frac{\tau m_i}{m_e}} .
$$

Thus $z$ decreases as $\tau^{-1/2}$ while $\tau z$ increases as $\tau^{1/2}$, and the correction in (3) vanishes. The grain must remain large enough for $N_0=z/\delta\gg1$.

**Remark 3: relaxation.** For a given initial deviation, the mean decays as $\langle\nu(t)\rangle=\nu(0)e^{-\Omega t}$. Multiplying by $\nu(0)$ and averaging over the stationary state gives the correlation $\sigma^2e^{-\Omega t}$. For cold ions $\Omega=J(1+z)/N_0$.

## The stationary law for cold ions

The variance can also be found without moment equations. In a stationary state the net probability flow between neighbouring charge numbers is the same at every link. It vanishes at the ends, so it vanishes everywhere:

$$
\lambda(N)P(N)=\mu(N+1)P(N+1). \tag{6}
$$

Taking logarithms shows that $\ln P$ has slope $\ln[\lambda(N)/\mu(N+1)]$. Near the maximum, to leading order in large $N_0$, its curvature gives

$$
\frac1{\sigma^2}=\left.\frac{d}{dN}\ln\frac{\mu}{\lambda}\right|_{N_0}. \tag{7}
$$

In the cold-ion limit $\mu=JN/N_0$, while $\lambda=Je^{-\delta(N-N_0)}$. Therefore

$$
\frac1{\sigma^2}=\frac1{N_0}+\delta=\frac{1+z}{N_0}. \tag{8}
$$

If the electron rate did not depend on $N$, only $1/N_0$ would remain, which is the inverse variance of a Poisson law. Electron repulsion adds $\delta$ and narrows the distribution.

**Proposition.** With these cold-ion rates,

$$
P(N)\propto\frac{C^N}{N!}e^{-\delta N(N-1)/2},\qquad C=N_0e^z, \tag{9}
$$

and for large $N_0$ at fixed $z$,

$$
\langle N\rangle=N_0+\frac{z^2}{2(1+z)^2}+O(N_0^{-1}),\qquad
\sigma^2=\frac{N_0}{1+z}+\frac{z^2}{(1+z)^4}+O(N_0^{-1}).
$$

*Proof.* Equation (6) gives $P(k+1)/P(k)=N_0e^{z-\delta k}/(k+1)$. The product from $k=0$ to $N-1$ contains $\sum k=N(N-1)/2$, which gives (9).

Let $F=-\ln P$. With Stirling's approximation $\ln N!\simeq(N+\tfrac12)\ln N-N+\text{const}$,

$$
F'(N)=\delta N-\frac\delta2-\ln C+\ln N+\frac1{2N}.
$$

Since $\ln C=\delta N_0+\ln N_0$, this yields $F'(N_0)=(1-z)/(2N_0)$. To leading order $F''=(1+z)/N_0$ and $F'''=-1/N_0^2$. The maximum is therefore displaced from $N_0$ by

$$
-\frac{F'}{F''}=\frac{z-1}{2(1+z)}.
$$

The cubic term skews the distribution. Let $y$ be the distance from the maximum and $s^2=N_0/(1+z)$. Replacing the sum by an integral, which is permissible for $s\gg1$, and expanding the weight as $e^{-y^2/2s^2}(1-F'''y^3/6)$ gives

$$
\langle y\rangle=-\frac{F'''}6\,3s^4=\frac1{2(1+z)^2}.
$$

The two shifts add to $[(z-1)(z+1)+1]/[2(1+z)^2]=z^2/[2(1+z)^2]$.

For the variance, differentiate the normalized mean of (9) with respect to $\ln C$ at fixed $\delta$. Because $C$ enters as $C^N$, the result is $\langle N^2\rangle-\langle N\rangle^2=\sigma^2$. Also $d\ln C/dN_0=\delta+1/N_0=(1+z)/N_0$. Hence

$$
\sigma^2=\frac{N_0}{1+z}\frac{d\langle N\rangle}{dN_0}
=\frac{N_0}{1+z}\left[1+\frac{\delta z}{(1+z)^3}\right],
$$

where $dz/dN_0=\delta$ was used. Inserting $\delta N_0=z$ gives the stated correction. $\square$

## Changes of plasma composition and ion rate

Electron depletion, $n_e<n_i$, changes $z$ through (1) but leaves (3) intact. In a mixture of cold, singly charged positive ions each capture rate is proportional to $N$, and so is their sum. Equation (4) again holds with the new $z$.

More generally, suppose $\mu\propto N^p$ near balance. Equation (7) gives

$$
\sigma^2=\frac{N_0}{p+z}. \tag{10}
$$

This also describes weak emission of single, independent electrons at a rate independent of $N$. If emission supplies a fraction $q$ of all events that lower $N$, and cold-ion capture supplies the rest, then $p=1-q$. Emission widens the distribution relative to $N_0/(1+z)$ evaluated at the same balance point.

## A grain in a hydrogen plasma

Consider a conducting grain with $a=50$ nm in a low-pressure hydrogen plasma whose positive ion is H$_3^+$. Take $T_e=2.0$ eV, gas and ions at 300 K, and $n_e=n_i=5.0\times10^9$ cm$^{-3}$. These are illustrative inputs, not measurements from a particular reactor. The ion mass, taken as three protons and two electrons, is $5510.5\,m_e$.

The definitions give $\tau=77.36$ and $\delta=0.01440$. Solving (1) numerically gives $z=1.634$. As a direct reading of the balance,

$$
\sqrt{77.36\times5510.5}\;e^{-1.634}\simeq127.4\simeq1+77.36\times1.634 .
$$

The surface potential is $-3.27$ V, and

$$
N_0=\frac{1.6340}{0.01440}\simeq113.5,\qquad
\sigma^2=\frac{113.5}{2.634}\simeq43.1,\qquad
\sigma\simeq6.6 .
$$

The relative fluctuation is $\sigma/N_0=5.8\%$. In (8), the ion part is $1/N_0=0.0088$ and the electron part is $0.0144$, so electron repulsion provides the larger share of the restoring effect. With $T_e$, $T_i$ and the density ratio fixed, $z$ is independent of radius and $N_0\propto a$; the relative fluctuation then scales as $a^{-1/2}$.

At this balance point, the finite-temperature expression (3) gives a linear variance of $43.21$, which is $0.30\%$ above the cold-ion expression (4). This is not the effect of actually cooling the ions, which would also lower $z$ and $N_0$ and with them the variance. Summing the stationary distribution from (6), with the full rates of Lemma 1 and $0\le N\le600$, gives a mean of $113.67$ and a variance of $43.27$. The mean lies $0.19$ above $N_0$, and the variance $0.06$ above its linear value, in line with the proposition's shifts of $0.192$ and $0.055$.

At balance each species is captured at $J=7.25\times10^6$ s$^{-1}$. With the finite-temperature variance $43.21$, the relaxation time is $1/\Omega=\sigma^2/J\simeq5.96\ \mu$s. The slowest nonzero eigenvalue of the full rate matrix gives $5.97\ \mu$s.

Two changed plasmas test the cold-ion formula (4), evaluated at their own balance points. With the grain, $T_e$ and densities fixed but $T_i=T_e$, one finds $z=2.94$, $N_0=204.0$ and a variance of $55.4$ from the full distribution. The cold-ion expression gives $51.8$, so it is $6.5\%$ below the full value. With the original temperatures but $n_e/n_i=0.3$, the potential falls to $z=0.96$ and the variance to $34.3$; $N_0/(1+z)$ gives $34.0$.

## What the ideal rates leave out

The radius is $0.30\%$ of the ion Debye length $\lambda_D$. Linear Debye screening multiplies the capacitance of the sphere by $1+a/\lambda_D$, which at fixed $z$ raises $N_0$ by about $0.3$. This is more than the mean shift of $0.19$ found above, so that shift is a property of the ideal model and lies below its physical accuracy. For a dust density of $10^5$ cm$^{-3}$, the grains hold a charge equal to $0.23\%$ of that of the free electrons. In a 30 mT field the gyroradius of an electron at its mean speed is about 180 $\mu$m, far larger than the grain. These comparisons support the isolated, locally unmagnetized description, but do not test the assumed electron distribution.

**Ion-neutral collisions.** At 5 mTorr, the ion-induced-dipole capture rate is

$$
\nu_c=2\pi n_g\sqrt{\frac{\alpha e^2}{4\pi\varepsilon_0m_r}}\simeq3.1\times10^5\ \text{s}^{-1},
$$

where $n_g$ is the gas density, $m_r$ the reduced ion-molecule mass and $\alpha=0.8$ Å$^3$ a rough polarizability volume of H$_2$. Assume that the ion density near the grain keeps its distant value $n_i$, and that every ion colliding within the radius $R$ where its attraction energy equals $1.5kT_i$ is eventually captured. Then $R=a\tau\delta N/1.5$, or 4.2 $\mu$m at $N_0$, and the added ion rate is $n_i\nu_c4\pi R^3/3$. It is about $7\%$ of the collisionless rate there. This is an estimate to within a factor of about two: Debye screening alone would reduce $R$ to 3.4 $\mu$m and the added rate to about $4\%$, while the higher density of attracted ions inside $R$ alone would raise it to about $13\%$. In the simple estimate the added rate grows as $N^3$ and raises the local exponent to $p=1.11$. The full distribution then has mean $111.0$ and variance $41.0$, about $5\%$ below the collisionless variance. With the same $N^3$ form, added rates of $4\%$ and $13\%$ lower the variance by $3\%$ and $9\%$.

**Ion drift.** Let all ions instead arrive with energy $kT_e/2$, at the Bohm speed $\sqrt{kT_e/m_i}$. The cross-section in Lemma 1 gives $\mu=\pi a^2n_i\sqrt{kT_e/m_i}\,(1+2\delta N)$. At the same densities the mean rises to $199$ and the variance to $53.6$. The expression $N_0/(1+z)$, evaluated at the new balance point, gives $51.5$. At this speed drift therefore alters the variance mainly through the mean charge. For faster ions the ion rate depends more weakly on $N$, and at three times the Bohm speed this accounts for about half of the increase.

**Image attraction.** A conducting sphere also attracts an approaching charge. For an electron,

$$
\frac{U}{kT_e}=\delta\left[\frac Nx-\frac1{2x^2(x^2-1)}\right].
$$

Near the surface, with $x=1+y$, the bracket is approximately $N(1-y)-1/(4y)$. Its maximum lies at $y=1/(2\sqrt N)$ and equals $N-\sqrt N$. The barrier is thus lowered by about $\delta\sqrt N$, a relative change of order $N^{-1/2}$, larger than the linearization errors of relative order $1/N$. Averaging the orbit condition numerically for both species, image attraction included, gives mean $119.2$ and variance $45.7$, about $6\%$ above the value without it.

Real processing plasmas can break several of these assumptions together. Of the three effects put through the master equation in this section, ion drift, which matters near a sheath, changes the variance most: it raises it by $24\%$ relative to the value without drift. Near a magnetron target the plasma can be much denser; with the ideal rates, at fixed temperatures and density ratio, this shortens the relaxation time but leaves $z$ unchanged. Ultraviolet light can release electrons, and its importance must be judged against the electron flux to this grain, $2.3\times10^{16}$ cm$^{-2}$ s$^{-1}$. For these inputs $\sigma\simeq6.6$ is the result of the ideal charging model, not a measured fluctuation.

Numerical values quoted here were computed with a short program.
